# Thickness of an Aluminium Film from a Picosecond Acoustic Echo

## Problem

An aluminium film on silicon serves as the transducer in a thermal measurement. A short pump pulse heats its upper surface, and the sound wave launched by the heating returns as an echo 25 ps after the excitation. The longitudinal sound speed is 6420 m/s. Show that the film is about 80 nm thick, and find what the answer owes to the depth of heating, to the substrate and to the surface oxide.

The pump spot is taken to be much wider than the film, so that the motion depends on the depth $z$ alone. The surface is free, the film is uniform and linearly elastic, and the bond to the substrate is perfect. Time zero is the moment of heating, and the echo is the first one. The mechanics is classical, so the equations hold in any consistent units.

## A first estimate by scaling

The speed $v$ and the delay $t$ form one length,

$$vt=(6.42\ \text{nm/ps})(25\ \text{ps})=160.5\ \text{nm}.$$

The thickness $d$ should therefore be of order 160 nm. Scaling cannot supply the numerical factor. Nor can it exclude a dependence on other lengths, such as the heating depth $\zeta$, roughly 10 nm, and the depth $\delta$ seen by the optical probe, roughly 7 nm. It allows

$$d=vt\,F\!\left(\frac{\zeta}{vt},\frac{\delta}{vt},\frac{Z_s}{Z_f}\right),$$

where $Z_s$ and $Z_f$ are the acoustic impedances (density times sound speed) of substrate and film. The function $F$ has to come from the wave equation.

## Exact solution of the model

**The launched pulse.** Let $u(z,t)$ be the displacement, with $z$ measured downward from the surface, and let tension count as positive stress. Heated material that cannot yet expand is under compression. After sudden heating the stress is

$$\sigma=\rho v^2\,\partial_z u-s(z),\qquad s\ge 0,$$

where $\rho$ is the density and $s$ the thermal stress, taken as constant in time. Newton's law is $\rho\,\partial_t^2u=\partial_z\sigma$. Differentiating the stress twice in time and inserting Newton's law gives

$$\partial_t^2\sigma=\rho v^2\,\partial_z(\partial_t^2u)=\rho v^2\,\partial_z\!\left(\frac{\partial_z\sigma}{\rho}\right)=v^2\,\partial_z^2\sigma .$$

At $t=0$ there is neither displacement nor velocity, so $\sigma=-s(z)$ and $\partial_t\sigma=0$. The free surface requires $\sigma(0,t)=0$ for $t>0$.

This last condition is met by continuing $s$ to negative $z$ as an odd function, $s_o(-z)=-s_o(z)$. Write $\sigma=F_1(z-vt)+F_2(z+vt)$. The initial stress gives $F_1+F_2=-s_o$. The vanishing initial rate gives $F_1'=F_2'$, so the two functions differ by a constant, which can be shifted between them without changing $\sigma$. Hence both equal $-s_o/2$, and

$$\sigma=-\tfrac12\left[s_o(z-vt)+s_o(z+vt)\right].$$

At $z=0$ the two terms cancel, as required. Once $vt\gg\zeta$, the second term is negligible inside the film. What remains is a pulse $P(z-vt)$ with

$$P(x)=-\tfrac12 s_o(x),\qquad P(-x)=-P(x).$$

Its front half is compressive and its rear half, which was first turned round at the free surface, is tensile. The centre lies at $z=vt$, as if it had left the surface at time zero, whatever the heating profile. This is why the delay is counted from the excitation.

**Reflection at the substrate.** For a downward wave, Newton's law gives the particle velocity $w=-\sigma/Z$, and for an upward wave $w=+\sigma/Z$, with $Z=\rho v$. Stress and velocity are continuous at $z=d$. With incident, reflected and transmitted stresses $\sigma_i,\sigma_r,\sigma_t$,

$$\sigma_i+\sigma_r=\sigma_t,\qquad \frac{-\sigma_i+\sigma_r}{Z_f}=-\frac{\sigma_t}{Z_s}.$$

Eliminating $\sigma_t$ gives $Z_s(\sigma_i-\sigma_r)=Z_f(\sigma_i+\sigma_r)$, and therefore

$$r=\frac{\sigma_r}{\sigma_i}=\frac{Z_s-Z_f}{Z_s+Z_f}.$$

This number is real and the same for all frequencies. It sets the height and sign of the echo but causes no delay.

The reflected wave must depend on $z+vt$ and equal $rP(d-vt)$ at $z=d$. It is therefore $rP(2d-z-vt)$. When it reaches the free surface, a downward wave $-rP(2d+z-vt)$ arises, which cancels the stress at $z=0$.

**The detected echo.** The probe light responds to strain near the surface with some depth weight $f(z)$. Since $\rho v^2\partial_zu=\sigma+s$, and $s$ is a constant background in this model, the changing part of the signal is the weighted stress. Define $\tau=t-2d/v$, so that $2d-vt=-v\tau$. The echo is

$$S(\tau)=r\int_0^d f(z)\left[P(-z-v\tau)-P(z-v\tau)\right]dz .$$

Because $P$ is odd, the first term equals $-P(z+v\tau)$, and

$$S(\tau)=-r\int_0^d f(z)\left[P(z+v\tau)+P(z-v\tau)\right]dz .$$

Changing the sign of $\tau$ exchanges the two terms. The echo is thus symmetric about $\tau=0$ for any $f$, provided that the heating is confined well above the substrate. Its centre comes at $t=2d/v$, so

$$\boxed{d=\frac{vt}{2}}$$

and

$$d=\frac{160.5\ \text{nm}}{2}=80.25\ \text{nm}\approx 80\ \text{nm},$$

or 802.5 Å before rounding.

**Is the centre also the peak?** Take $s=s_0e^{-z/\zeta}$ and $f=e^{-z/\delta}$, and let $x=v|\tau|$. Both functions are negligible at the substrate, so the integral may run to infinity. With $-P=s_o/2$, it has three parts:

$$\int_0^\infty e^{-z/\delta}e^{-(z+x)/\zeta}dz=\frac{\delta\zeta}{\zeta+\delta}e^{-x/\zeta},$$

$$\int_x^\infty e^{-z/\delta}e^{-(z-x)/\zeta}dz=\frac{\delta\zeta}{\zeta+\delta}e^{-x/\delta},$$

$$-\int_0^x e^{-z/\delta}e^{-(x-z)/\zeta}dz=-\frac{\delta\zeta}{\zeta-\delta}\left(e^{-x/\zeta}-e^{-x/\delta}\right).$$

Adding them, collecting each exponential and multiplying by $rs_0/2$ gives

$$S=\frac{rs_0\,\delta\zeta}{\zeta^2-\delta^2}\left[\zeta e^{-x/\delta}-\delta e^{-x/\zeta}\right].$$

At $x=0$ the slope with respect to $x$ is $-rs_0$, on both sides of the centre, so the echo has a sharp tip there. For $\zeta=10$ nm and $\delta=7$ nm the bracket is 3 nm at the tip. Its other extremum satisfies $e^{x(1/\delta-1/\zeta)}=(\zeta/\delta)^2$, which gives $x\approx16.6$ nm and a bracket of about $-0.4$ nm. For these profiles the tip is the strongest feature of the echo, and the time to read is the time of the tip. A real optical weight $f$ also oscillates with depth. The echo then remains symmetric, but its central value, $r\int f s\,dz$, vanishes for a certain phase of the oscillation. Near that phase the strongest feature lies off centre, and the time to read is that of the centre of symmetry.

A numerical integration of Newton's law for a chain of masses and springs supports this result. A film built 80.25 nm thick returned its echo at 25.00 ps. Films of 60 and 100 nm were recovered from their echo times as 60.00 and 100.01 nm. Replacing the exponential heating by a Gaussian profile left the echo at 25.00 ps.

## Comparison of the two

The scaling estimate of 160.5 nm is the length of the whole path, and the film is half of it because the sound crosses the film twice. Within the model $F=1/2$: the heating depth, the probe depth and the impedance ratio change the shape, height or sign of the echo, but not its centre. The estimate $d=vt$ would be right for a detector at the buried face, which the pulse centre reaches after a single crossing.

The impedance ratio matters in another way. With rough densities and speeds, $r=0.062$ for aluminium on silicon, so the echo is weak. On silica $r=-0.138$, and the echo is inverted but comes at the same time. If the impedances were equal, there would be no echo to read.

The result also depends on having the first echo. If 25 ps belonged to the second, the path would be $4d$ and the film 40 nm thick. Each further round trip multiplies the pulse by $-r$, so on silicon an echo about 16 times stronger, and of opposite sign, would then have appeared at 12.5 ps.

The formula needs a film much thicker than the heated layer. For the assumed depth of 10 nm the initial heating has fallen to $3.3\times10^{-4}$ of its surface value at the substrate. In real aluminium hot electrons carry the energy deeper before passing it to the lattice, over roughly 20 to 30 nm, which leaves 3 to 8% at the substrate. The tip then still comes at $2d/v$, but the buried face launches a kink that arrives at $d/v=12.5$ ps with 0.2 to 0.6 times the slope change of the weak echo, and it should not be taken for an earlier echo. Conduction later carries heat there, but gradually, so that it launches no sharp pulse. In a much thinner film the thermal stress at the buried face would launch a wave of its own, which reaches the surface after one crossing.

## How good is "about 80 nm"?

Taking the logarithm of $d=vt/2$ and differentiating gives, for small errors,

$$\frac{\Delta d}{d}=\frac{\Delta t}{t}+\frac{\Delta v}{v}.$$

An echo time rounded to the nearest picosecond may be off by 0.5 ps, or 2%. The thickness then lies between 78.6 and 81.9 nm.

Real films break several assumptions of the model. The following shifts rest on rough inputs and are estimates, not corrections for a particular sample.

- **Native oxide.** The free surface is really the top of an oxide layer, taken as $h=3$ nm thick with $v_{ox}=7000$ m/s. If the small reflection between oxide and metal is neglected, the symmetry argument holds with depth replaced by travel time, and $t=2d/v+2h/v_{ox}$. The oxide takes 0.86 ps of the delay, and the simulated echo, which includes that reflection, is late by the same 0.86 ps. The metal is then 77.5 nm thick, 2.75 nm less than the simple reading.
- **Oxide under the metal.** Silicon that was not stripped before deposition carries an oxide of its own, say 1 to 2 nm of silica. The reflection from silica to silicon, $r\approx0.20$, is stronger than the one from aluminium to silica, $r=-0.138$. The strongest feature of the echo then comes from the lower face of this oxide. It is late by the round trip through the oxide, 0.3 to 0.7 ps, and the simple reading is about 1 to 2 nm too large.
- **Imperfect bond.** Because $r$ is only 0.06, a bond of finite stiffness can dominate the echo. Modelled as a spring layer of $10^{20}$ N/m³, it makes the strongest feature 2.3 times higher and 0.25 ps late, so the reading is 0.8 nm too large. At $3\times10^{19}$ N/m³ the strongest feature is an inverted tip at $2d/v$, and the positive peak follows 0.6 ps later.
- **Crystal direction.** The wave equation for a cubic crystal, with rough elastic constants of aluminium, gives a longitudinal speed of about 6300 m/s along [100] and 6500 m/s along [111]. A film with all grains aligned would be about 79 or 81 nm thick, respectively.
- **Warming.** A film 50 K warmer carries sound about 0.8% more slowly, so the simple reading is 0.64 nm too large.
- **Gradual stress.** If the thermal stress builds up exponentially with a time constant of 0.3 ps, the simulated peak comes 0.18 ps late, and the reading is 0.58 nm too large. The simulation leaves out heat conduction, which makes this delay shorter.

The surface oxide is the largest of these effects. Surface oxide, warming and gradual stress all act in the same direction, and together they would lower the metal thickness by about 4 nm, to between 76 and 77 nm. The shifts do not simply add: the oxide blunts the tip, so oxide and gradual stress together delay the peak by 1.13 ps rather than 1.04 ps without conduction, and by 0.94 ps with it. An oxide under the metal would lower it further; combined with the gradual stress, 1 to 2 nm of silica delays the peak by 0.7 to 1.0 ps. Heat conduction makes $s$ change in time, which the symmetry argument does not cover. With a diffusivity near 100 nm²/ps, heat spreads by roughly the heating depth while the pulse is leaving the surface, so the echo becomes lopsided. For sudden heating its sharp tip still comes at $2d/v$, because it stems from the abrupt start at the surface; the midpoint of the echo is no longer a safe mark. The decimals of 80.25 nm therefore belong to the arithmetic. For the real film the echo supports a thickness of about 80 nm, uncertain by several per cent. The values from the chain simulation are collected in the numerical output below.

## Computed values

```
sound speed: 6420 m/s
echo time: 25.0 ps
round-trip path: 160.5 nm
film thickness: 80.25 nm
film thickness converted: 802.5 angstrom
thickness for echo 0.5 ps earlier: 78.6 nm
thickness for echo 0.5 ps later: 81.9 nm
heating depth, rough: 10 nm
probe depth, rough: 7 nm
heating left at substrate: 3.3e-04 of surface
pulse shape, largest error: 0.0000 of peak thermal stress
simulated film 60.00 nm, recovered: 60.00 nm
simulated film 80.25 nm, recovered: 80.26 nm
simulated film 100.00 nm, recovered: 100.01 nm
simulated echo time: 25.00 ps
echo time, Gaussian heating: 25.00 ps
cell size, coarse and fine: 0.125, 0.03125 nm
echo asymmetry, plain, coarse and fine: 0.0400, 0.0004 of peak
echo asymmetry, Gaussian heating, coarse and fine: 0.0301, 0.0003 of peak
echo asymmetry, oscillating probe, coarse and fine: 0.1403, 0.0012 of peak
density of aluminium, rough: 2700 kg/m^3
silicon, rough: 2330 kg/m^3, 8430 m/s
reflection at silicon, formula: 0.0624
reflection at silicon, simulated: 0.0624
silica, rough: 2200 kg/m^3, 5970 m/s
reflection at silica, formula: -0.1378
reflection at silica, simulated: -0.1378
oxide thickness, rough: 3.0 nm
oxide, rough: 3000 kg/m^3, 7000 m/s
oxide round-trip time: 0.86 ps
echo delay by oxide, simulated: 0.86 ps
metal thickness with oxide: 77.5 nm
stress rise time, rough: 0.3 ps
echo delay by stress rise, simulated: 0.18 ps
elastic constants C11, C12, C44, rough: 107, 61, 28 GPa
speed along 100, 110, 111: 6295, 6441, 6488 m/s
thickness if grains along 100: 78.7 nm
thickness if grains along 111: 81.1 nm
film warming assumed: 50 K
relative speed change, rough: -1.6e-04 per K
thickness error from native oxide: 2.75 nm
thickness error from stress build-up: 0.58 nm
thickness error from crystal direction: 1.56 nm
thickness error from warming: 0.64 nm
largest neglected effect: native oxide
```
